# Saturation-current uncertainty from work-function and affinity errors in Schottky-Mott alignment

**Definitions and conventions**

The work function \(W\) of a metal is the energy needed to take an electron from its Fermi level to the vacuum level just outside it. The electron affinity \(\chi\) of a semiconductor is the energy from its conduction-band edge to the vacuum level just outside it. The barrier \(\phi\) of a contact to an n-type semiconductor is the height of the conduction-band edge above the metal's Fermi level, taken at the interface.

All three are positive energies, given in eV. The elementary charge is \(q>0\), and \(kT=0.02585\) eV at \(T=300\) K. The saturation current density \(J_0\) is the current of electrons emitted from the metal over the barrier when reverse bias has suppressed the opposite flow. Uncertainties are standard deviations, and \(W\) and \(\chi\) each have \(u=0.05\) eV.

**Back-of-envelope argument**

The barrier is the difference of \(W\) and \(\chi\). Independent errors add in quadrature, so its uncertainty is \(\sqrt2\times0.05\approx0.07\) eV. Thermionic current varies as \(e^{-\phi/kT}\), and 0.07 eV is about \(2.7\,kT\). Since \(e^{2.7}\approx15\), the current is uncertain by a factor of about fifteen.

This factor applies in each direction: the current may be fifteen times larger or fifteen times smaller than the central value. From one end of the one-sigma band to the other, it changes by about \(15^2\), more than two hundredfold.

**The barrier and its uncertainty**

Assume that no dipole layer forms at the interface, so that the two materials share one vacuum level there. Measured from that level, the metal's Fermi level lies at \(-W\) and the conduction-band edge at \(-\chi\). Hence

\[
\phi=(-\chi)-(-W)=W-\chi .
\]

This is the Schottky-Mott rule. Band bending inside the semiconductor changes the edge away from the interface, but not this difference at the interface.

Let the errors of \(W\) and \(\chi\) be \(a\) and \(b\), with zero mean. The barrier error is \(\delta=a-b\), and its variance is

\[
\sigma^2=\langle(a-b)^2\rangle
=\langle a^2\rangle+\langle b^2\rangle-2\langle ab\rangle .
\]

For independent errors \(\langle ab\rangle=0\). The minus sign in \(W-\chi\) then has no effect, because it is squared:

\[
\sigma=\sqrt{u^2+u^2}=\sqrt2\,u=0.0707\ \text{eV}.
\]

This needs zero covariance but no particular error distribution. If the errors have correlation \(\rho\), then \(\langle ab\rangle=\rho u^2\) and \(\sigma=u\sqrt{2(1-\rho)}\). A shared calibration error, which shifts \(W\) and \(\chi\) by the same amount, cancels in the difference. If it supplies half of each variance and the rest is independent, then \(\rho=0.5\) and \(\sigma=0.05\) eV. Fully opposed errors, \(\rho=-1\), give 0.10 eV.

**The thermionic current**

At equilibrium the electron flow from metal to semiconductor equals the reverse flow, since the net current is zero. The emission can therefore be found by counting semiconductor electrons that reach the metal, assuming that none is reflected.

Take \(x\) along the interface normal and one conduction valley with masses \(m_x,m_y,m_z\). Relative to the Fermi level, an electron at the interface has energy

\[
E=\phi+\frac{\hbar^2}{2}\left(\frac{k_x^2}{m_x}+\frac{k_y^2}{m_y}+\frac{k_z^2}{m_z}\right).
\]

For \(\phi\gg kT\) its occupation is nearly \(e^{-E/kT}\). With two spin states and velocity \(\hbar k_x/m_x\), the valley contributes

\[
J_v=\frac{2q}{(2\pi)^3}\int_{k_x>0}\frac{\hbar k_x}{m_x}\,e^{-E/kT}\,d^3k .
\]

For the \(k_x\) integral, set \(\varepsilon=\hbar^2k_x^2/2m_x\), so that \((\hbar k_x/m_x)\,dk_x=d\varepsilon/\hbar\). The integral is then

\[
\frac1\hbar\int_0^\infty e^{-\varepsilon/kT}\,d\varepsilon=\frac{kT}{\hbar}.
\]

The two transverse integrals are Gaussian:

\[
\frac{\sqrt{2\pi m_ykT}}{\hbar}\,\frac{\sqrt{2\pi m_zkT}}{\hbar}
=\frac{2\pi kT\sqrt{m_ym_z}}{\hbar^2}.
\]

Multiplying the factors and using \(\hbar=h/2\pi\) gives

\[
J_v=\frac{q\sqrt{m_ym_z}\,(kT)^2}{2\pi^2\hbar^3}e^{-\phi/kT}
=\frac{4\pi q\sqrt{m_ym_z}\,k^2}{h^3}\,T^2e^{-\phi/kT}.
\]

Silicon has six valleys, with longitudinal and transverse masses \(m_l=0.98\) and \(m_t=0.19\) in units of the free-electron mass \(m_0\). At a (100) interface, two valleys have their long axis along the normal and contribute \(\sqrt{m_ym_z}=m_t\) each. The other four contribute \(\sqrt{m_lm_t}\) each. With \(A=4\pi qm_0k^2/h^3=120.2\) A/(cm² K²),

\[
J_0=A^*T^2e^{-\phi/kT},\qquad
A^*=A\left(2m_t+4\sqrt{m_lm_t}\right)=253\ \text{A/(cm² K²)}.
\]

**From barrier error to current error**

Hold \(T\) and \(A^*\) fixed and shift the barrier by \(\delta\). The prefactor cancels:

\[
\frac{J_0(\phi+\delta)}{J_0(\phi)}=e^{-\delta/kT}.
\]

A shift \(\delta=-\sigma\) multiplies the current by \(R\), and \(\delta=+\sigma\) divides it by \(R\), where

\[
R=e^{\sigma/kT}=e^{0.0707/0.02585}=e^{2.735}=15.4 .
\]

A direct numerical sum over \(k\)-space, with Fermi-Dirac occupation and the three valley orientations, also gives 15.4.

Ordinary linear error propagation fails here. It replaces \(e^{-\delta/kT}\) by \(1-\delta/kT\), which requires \(|\delta|\ll kT\). At \(\delta=+\sigma\) it gives \(1-2.735\approx-1.74\) times the central current, a negative value for a positive quantity. The logarithm has no such difficulty, because \(\ln J_0\) is linear in \(\delta\). The result should therefore be quoted as "multiplied or divided by 15".

The current lies within this band when \(|\delta|<\sigma\). For Gaussian errors the probability is 0.68. If \(a\) and \(b\) are instead uniformly distributed with the same standard deviation, each has half-width \(\sqrt3\,u\), and \(\delta\) has a triangular distribution of half-width \(2\sqrt3\,u\). The probability becomes

\[
1-\left(1-\frac{\sqrt2\,u}{2\sqrt3\,u}\right)^2
=1-\left(1-\frac1{\sqrt6}\right)^2\approx0.65 .
\]

The mean current is a poor central value. For Gaussian errors, completing the square in the average of \(e^{-\delta/kT}\) gives

\[
-\frac{\delta^2}{2\sigma^2}-\frac{\delta}{kT}
=-\frac{(\delta+\sigma^2/kT)^2}{2\sigma^2}+\frac{\sigma^2}{2(kT)^2}.
\]

The mean is thus \(e^{(2.735)^2/2}\approx42\) times the median \(J_0(\phi)\). The integrand is centred at \(\delta=-\sigma^2/kT\), which is 2.7 standard deviations below the central barrier. The mean therefore rests on the tail of the assumed distribution.

**Worked example: tungsten on n-type silicon**

Take the rough typical values \(W=4.55\) eV and \(\chi=4.05\) eV. The ideal barrier is 0.50 eV, and

\[
J_0=253\times300^2\times e^{-0.50/0.02585}\approx0.09\ \text{A/cm²}.
\]

The one-sigma limits are about 0.006 and 1.4 A/cm².

Temperature matters because \(\sigma\) is divided by \(kT\). With \(\sigma\) held at 0.0707 eV, the factor is 27 at 250 K, 16.5 at 293 K and 7.8 at 400 K. "Roughly fifteenfold" is thus a room-temperature statement.

To know the current within a factor of two at 300 K, one needs \(\sigma=kT\ln2=0.018\) eV. Shared equally between independent errors, this allows \(0.018/\sqrt2\approx0.013\) eV for each input.

**Comparison with a less ideal contact**

The quick estimate and the full derivation agree because the factor depends on \(\sigma/kT\) alone. Effects that multiply the current by a constant change \(J_0\) but not \(R\). Effects that depend on the barrier can change both.

*Image force.* Let the donor density be \(N=10^{16}\) cm⁻³ and the relative permittivity 11.7. The conduction-band density of states is \(N_c=2.83\times10^{19}\) cm⁻³, so the bulk is nondegenerate and its band edge lies \(kT\ln(N_c/N)=0.205\) eV above the Fermi level. The band bending at zero bias is \(qV_b=0.50-0.205=0.295\) eV. With \(\varepsilon_s\) the permittivity of silicon, the bending potential \(v(x)\) obeys

\[
\frac{d^2v}{dx^2}=\frac{qN}{\varepsilon_s}\left(1-e^{-qv/kT}\right).
\]

Multiplying by \(dv/dx\) and integrating from the bulk, where \(v\) and its slope vanish, gives the interface field \(F\):

\[
\frac{F^2}{2}=\frac{qN}{\varepsilon_s}\left[V_b-\frac{kT}{q}\left(1-e^{-qV_b/kT}\right)\right]
\approx\frac{qN}{\varepsilon_s}\left(V_b-\frac{kT}{q}\right).
\]

The result is \(F=0.029\) MV/cm. Near the interface, the field and the image attraction give the barrier profile \(\phi-qFx-q^2/(16\pi\varepsilon_sx)\). Its slope vanishes at \(x_m=\sqrt{q/(16\pi\varepsilon_sF)}\), where both subtracted terms equal \(qFx_m\). The barrier is lowered by

\[
\Delta=2qFx_m=q\sqrt{\frac{qF}{4\pi\varepsilon_s}}\approx0.019\ \text{eV},
\]

which doubles the current. Because \(\Delta\propto F^{1/2}\propto(V_b-kT/q)^{1/4}\), a higher barrier is lowered slightly more:

\[
\frac{d\Delta}{d\phi}=\frac{\Delta}{4(qV_b-kT)}
\approx\frac{0.0188}{4(0.295-0.026)}\approx0.017 .
\]

This trims the exponent 2.735 by about 1.7%, and \(R\) falls to about 14.7.

*Tunnelling.* Electrons just below the barrier top can tunnel through it. A WKB estimate, using the light mass for all valleys, adds at most about 17% to the image-lowered thermionic current at zero bias. With image force and tunnelling both recomputed at the shifted barriers, the factor is 14.3 upwards and 14.5 downwards. Plain WKB sets the transmission to one at the barrier top and so overstates the gain. The Kemble form \(1/(1+e^{G})\), with \(G\) the WKB exponent, gives one half there; the gain is then only about 3% and the factors are 14.5 and 14.7. Heavier doping raises the field and strengthens both effects: in the plain WKB estimate the upward factor at zero bias falls to about 13.6 at \(10^{17}\), 11 at \(10^{18}\) and 7 at \(5\times10^{18}\) cm⁻³, so the fifteenfold figure holds for lightly doped contacts only. Reverse bias also raises the field and so increases the current, but it makes the field less sensitive to \(\phi\). At \(10^{16}\) cm⁻³ the factor then moves back towards 15.4, reaching about 15.3 at 5 V in the same estimate. This does not carry over to heavy doping: at \(10^{18}\) cm⁻³ and above, tunnelling dominates under reverse bias and the factor can fall further, to about 10 at 2 V for \(10^{18}\) cm⁻³.

*Finite drift velocity.* Let \(n_0\) be the equilibrium electron density at the barrier top and \(v_e=J_0/(qn_0)=5\times10^6\) cm/s the emission velocity. If electrons are carried away at a rough saturated velocity \(v_D=10^7\) cm/s, their density \(n\) there follows from \(v_e(n_0-n)=v_Dn\). Thus \(n=n_0v_e/(v_e+v_D)\), and

\[
J=qv_Dn=\frac{J_0}{1+v_e/v_D}\approx0.67\,J_0 .
\]

Both velocities are independent of \(\phi\) in this estimate, so \(R\) is unchanged.

*Interface states.* These break the assumption of no dipole. Let there be \(D\) states per area and energy, separated from the metal by a gap \(d\), and neutral when filled to \(E_n\) above the valence edge. With band gap \(E_g\), the Fermi level at the interface is \(E_g-\phi\) above that edge. If it exceeds \(E_n\), the states hold negative charge \(-qD(E_g-\phi-E_n)\), which raises electron energies on the semiconductor side. Neglecting the smaller depletion charge,

\[
\phi=W-\chi+c\,(E_g-E_n-\phi),\qquad c=\frac{q^2Dd}{\varepsilon_0}.
\]

Collecting the terms in \(\phi\) and defining \(S=1/(1+c)\) gives

\[
\phi=S(W-\chi)+(1-S)(E_g-E_n).
\]

The rough values \(D=4.5\times10^{13}\) cm⁻² eV⁻¹, \(d=0.5\) nm, \(E_g=1.12\) eV and \(E_n=0.37\) eV give \(S\approx0.20\) and \(\phi\approx0.70\) eV. The current falls by a factor of about 2000, far outside the fifteenfold band. With the interface parameters held fixed, the errors of \(W\) and \(\chi\) now give only \(S\sigma\approx0.014\) eV, or a factor of 1.7. But \(E_n\) is itself uncertain: an error of 0.05 eV in it shifts the barrier by \(0.80\times0.05=0.04\) eV, a factor of nearly 5.

Real tungsten contacts to n-type silicon have barriers of roughly 0.7 eV, not 0.50 eV. The interface parameters above are rough choices, so their agreement with this figure is not a prediction. The work function of tungsten also differs between crystal faces by several tenths of an eV, so 0.05 eV presumes a well-characterized surface. The fifteenfold factor measures how input errors pass through the ideal rule. It does not measure how far that rule may lie from a real contact. The values used here are collected in the numerical output below.

## Calculated quantities

```
Temperature: 300 K; kT = 0.02585 eV
Work function W: 4.55 eV; affinity chi: 4.05 eV
Standard uncertainty of each: 0.05 eV
Ideal barrier: 0.50 eV; sigma = 0.0707 eV
sigma/kT: 2.735
One-sigma current factor, each way: 15.4
Same factor from k-space sum: 15.4
Highest/lowest current in band: 238
Factor from one 0.05 eV error alone: 6.92
Correlation 0.5: sigma = 0.0500 eV, factor 6.92
Fully opposed errors: 0.10 eV, factor 47.9
Band probability, Gaussian errors: 0.68
Band probability, uniform errors: 0.65
Mean/median current, Gaussian errors: 42.1
Linear lower limit J/J0: -1.74
For factor 2: barrier sigma 0.0179 eV, each input 0.0127 eV
Factor at 250 K: 26.6
Factor at 293 K: 16.5
Factor at 350 K: 10.4
Factor at 400 K: 7.8
Silicon masses ml, mt: 0.98, 0.19 (free-electron masses)
Free-electron Richardson constant: 120.2 A/(cm2 K2)
Effective Richardson constant: 253 A/(cm2 K2)
Central J0: 0.0908 A/cm2
J0 at phi+sigma: 0.00589 A/cm2
J0 at phi-sigma: 1.4 A/cm2
Donors Nd: 1.0e+16 1/cm3; relative permittivity 11.7
Nc: 2.83e+19 1/cm3; Nd/Nc = 3.53e-04
Bulk Ec-EF: 0.205 eV; band bending 0.295 eV
Interface field: 0.0288 MV/cm
Image-force lowering: 0.0188 eV, current factor 2.07
Tunnel/thermionic current, upper estimate: 0.17
Uncertainty factor with both, up: 14.3
Uncertainty factor with both, down: 14.5
Emission velocity: 5.02e+06 cm/s; drift velocity 1.0e+07 cm/s
Current multiplier from finite drift: 0.67
Interface states: 4.5e+13 1/(cm2 eV); gap 0.5 nm
Eg: 1.12 eV; neutral level above valence edge 0.37 eV
Pinning slope S: 0.197; pinned barrier 0.701 eV
Current reduction by pinning: 2353 times
Pinned sigma from W and chi: 0.0139 eV, factor 1.71
```
